# Subcell critical nuclei in ferroelectric hafnia: sharp-wall limit and first correction

## Definitions and conventions

A ferroelectric film of thickness $h$ is uniformly polarized, with polarization of magnitude $P$ antiparallel to a field of magnitude $E$. Here $E$ means the field inside the ferroelectric. A cylinder of radius $r$, with its axis along the field, reverses its polarization and spans the film from one electrode to the other.

The side wall has energy $\sigma$ per area. Energies $U$ are measured from the unreversed film, so a positive $U$ is a cost. The crystal is represented by square columns of edge $a$. A diffuse wall has half-width $w$, defined through the profile $\tanh(x/w)$.

The reference case is

- $\sigma=0.020$ J/m$^2$, $P=50$ µC/cm$^2$ $=0.5$ C/m$^2$, $E=1$ MV/cm $=10^8$ V/m;
- $h=10$ nm, $a=0.5$ nm, temperature $300$ K, for which $kT=0.02585$ eV.

The continuum description needs $r\gg a$ and, if the wall is treated as a surface, $r\gg w$. The leading result below is the limit $w/r\to0$. Its first correction shows how the limit is approached, and the lattice shows what happens at the opposite end, when the nucleus is narrower than a cell.

## Leading order: the sharp wall

The energy density of a fixed polarization in a field is $-\mathbf P\cdot\mathbf E$. Before reversal it is $+PE$, and afterwards it is $-PE$. The change is $-2PE$ per volume. The cylinder has volume $\pi r^2h$ and side area $2\pi rh$. It has no end caps inside the film, and ideal electrodes are assumed to compensate the charge at its ends. Hence

$$U(r)=2\pi rh\sigma-2\pi r^2hPE .$$

Differentiation gives

$$\frac{dU}{dr}=2\pi h\sigma-4\pi rhPE,\qquad
\frac{d^2U}{dr^2}=-4\pi hPE<0 .$$

The stationary point is therefore a maximum, at

$$r_*=\frac{\sigma}{2PE}.$$

Since $PEr_*=\sigma/2$, the gain at this radius is half the wall cost:

$$U_*=2\pi r_*h\sigma-\pi r_*h\sigma=\pi\sigma hr_*
=\frac{\pi\sigma^2h}{2PE}.$$

Smaller cylinders lower their energy by shrinking, larger ones by growing. For the reference case,

$$r_*=\frac{0.020\ \mathrm{J/m^2}}{2(0.5\ \mathrm{C/m^2})(10^8\ \mathrm{V/m})}
=2.0\times10^{-10}\ \mathrm m=0.20\ \mathrm{nm},$$

or 3.8 bohr. The barrier is $U_*=0.784$ eV, which is $30.3\,kT$.

The diameter, 0.40 nm, is 0.8 of a cell edge. The cross-section, 0.126 nm$^2$, is about half the cell area of 0.25 nm$^2$. The formula thus assigns a circular wall and a bulk polarization to half a unit cell. This does not show that nucleation is absent. It shows that the formula has been carried outside the range in which its ingredients are defined.

## A wall of finite width

To find the first correction, the wall needs an internal structure. Let $p$ be the polarization divided by $P$, positive along the field, and take the energy density

$$u=A(p^2-1)^2+Aw^2|\nabla p|^2-PEp .$$

This is a mean-field model. The polarization varies only across the cylinder axis, so it creates no bound charge within the film.

At zero field a flat wall obeys $w^2p''=2p(p^2-1)$. Multiplying by $2p'$ and integrating, with $p'=0$ where $p^2=1$, gives $w^2p'^2=(1-p^2)^2$. Its solution is $p=\tanh(x/w)$. The two parts of the wall energy are equal, so

$$\sigma=2A\int(1-p^2)^2dx
=2Aw\int_{-\infty}^{\infty}\operatorname{sech}^4z\,dz
=\frac{8Aw}{3},$$

where $t=\tanh z$ turns the last integral into $\int_{-1}^{1}(1-t^2)dt=4/3$. Direct minimization of a discretized wall gave $2.666\,Aw$, in agreement.

Now measure length in $w$ and energy in $Aw^2h$. The energy becomes

$$F=\int\left[(p^2-1)^2+|\nabla p|^2-\eta p\right]d^2x,\qquad
\eta=\frac{PE}{A}.$$

Using $A=3\sigma/(8w)$ and $PE/\sigma=1/(2r_*)$,

$$\eta=\frac{8wPE}{3\sigma}=\frac{4}{3}\frac{w}{r_*}.$$

The weak-field limit $\eta\to0$ is thus the limit of a nucleus much larger than its wall width. In these units the leading radius is $R=r_*/w=4/(3\eta)$.

### The profile to first order

Setting the variation of $F$ to zero for a circular nucleus gives

$$p''+\frac{p'}{r}=2p(p^2-1)-\frac{\eta}{2}.$$

Write $z=r-R$ and $p=p_0+p_1$, with $p_0=-\tanh z$: reversed inside, unreversed outside. Near the wall $1/r\simeq1/R=3\eta/4$, and $p_0'=-\operatorname{sech}^2z$. The terms of first order are

$$p_1''-(6p_0^2-2)p_1
=\eta\left(\tfrac34\operatorname{sech}^2z-\tfrac12\right).$$

Try a constant $p_1=c$. Since $6p_0^2-2=4-6\operatorname{sech}^2z$, the left side is $c(6\operatorname{sech}^2z-4)$. It equals the right side if $c=\eta/8$. To this order, the field and curvature together shift the whole profile uniformly. A multiple of $p_0'$ could be added, but it would merely move the wall, which is already described by $R$.

### The energy to the next order

The critical nucleus is a stationary point of $F$, so an error in its profile enters the energy quadratically. The profile $p_0+s$, with $s=\eta/8$, is therefore sufficient. Its remaining error is of order $\eta^2$. Along the wall, whose length is of order $1/\eta$, this contributes an energy of order $\eta^3$. In the interior, of area $1/\eta^2$, the possible contribution of order $\eta^2$ cancels against the background: the two uniform states have second-order shifts $\mp3\eta^2/128$, equal in square. Terms of order $\eta$ are thus complete.

Expand $(p^2-1)^2$ and subtract the same expression for the background $p=-1+s$. With the field and gradient terms, the excess density is

$$(p_0^2-1)^2+p_0'^2+4sp_0(p_0^2-1)+6s^2(p_0^2-1)+(4s^3-\eta)(p_0+1).$$

It must be integrated with weight $2\pi r=2\pi(R+z)$. Extending the wall integrals to $z=-\infty$ costs exponentially small terms. The contributions are as follows.

1. The first two terms add to $2\operatorname{sech}^4z$. The part odd in $z$ vanishes, leaving $16\pi R/3$.

2. The third term is $4s\tanh z\operatorname{sech}^2z$. Integration by parts gives $\int z\tanh z\operatorname{sech}^2z\,dz=\frac12\int\operatorname{sech}^2z\,dz=1$. The contribution is $8\pi s=\pi\eta$.

3. The fourth term is $-6s^2\operatorname{sech}^2z$. It gives $-24\pi Rs^2=-3\pi R\eta^2/8=-\pi\eta/2$ at $R=4/(3\eta)$.

4. The $s^3$ term needs the leading interior area alone, where $p_0+1=2$. It gives $8\pi R^2s^3=\pi R^2\eta^3/64=\pi\eta/36$.

5. For the field term, integration by parts gives
$$\int_0^\infty r(1-\tanh z)\,dr
\simeq\frac12\int(R+z)^2\operatorname{sech}^2z\,dz
=R^2+\frac{\pi^2}{12},$$
because $\int\operatorname{sech}^2z\,dz=2$ and $\int z^2\operatorname{sech}^2z\,dz=\pi^2/6$. The contribution is $-2\pi\eta R^2-\pi^3\eta/6$.

The large terms, evaluated at $R=4/(3\eta)$, are

$$\frac{16\pi R}{3}-2\pi\eta R^2
=\frac{64\pi}{9\eta}-\frac{32\pi}{9\eta}
=\frac{32\pi}{9\eta}.$$

They reproduce $U_*$. A shift of $R$ of order $\eta$ changes this maximum by order $\eta^3$, so it need not be found. Adding the small terms,

$$F_*=\frac{32\pi}{9\eta}
+\pi\eta\left(1-\frac12+\frac1{36}-\frac{\pi^2}{6}\right)
=\frac{32\pi}{9\eta}
-\pi\eta\left(\frac{\pi^2}{6}-\frac{19}{36}\right).$$

Dividing the second term by the first gives a factor $9\eta^2/32$. Since $\eta^2=16w^2/(9r_*^2)$, this factor is $w^2/(2r_*^2)$. The corrected barrier is

$$\boxed{U_{\rm c}\simeq\frac{\pi\sigma^2h}{2PE}
\left[1-\left(\frac{\pi^2}{12}-\frac{19}{72}\right)
\left(\frac{w}{r_*}\right)^2\right]}$$

with coefficient $0.559$. At fixed $\sigma$, $P$ and $E$, a finite wall width lowers the barrier. There is no term linear in $w/r_*$ in this symmetric double-well model.

### Where the expansion fails

Take $w=0.25$ nm, an assumed value that makes the full width $2w$ one cell. For a nucleus of radius $5a=2.5$ nm, $w/r_*=0.1$ and the correction is $-0.56\%$. For the reference nucleus, $w/r_*=1.25$ and the formal correction is $-87\%$. The expansion then has no small parameter.

The model itself gives a firmer answer. A uniform unreversed state must satisfy $4Ap(p^2-1)=PE$. For $-1<p<0$, the left side is largest at $p=-1/\sqrt3$, where it equals $8A/(3\sqrt3)$. The unreversed state therefore disappears at

$$E_s=\frac{8A}{3\sqrt3P}=\frac{\sigma}{\sqrt3\,wP}.$$

This is 0.92 MV/cm for the assumed width. At 1 MV/cm the diffuse-wall model has no nucleation barrier, while the sharp-wall formula reports 0.784 eV.

At $E_s$ the sharp-wall radius is $r_*=\sqrt3w/2$, so $(w/r_*)^2=4/3$ and the first correction removes about three quarters of the barrier instead of all of it. For the reference field, any $w$ above $2r_*/\sqrt3=0.231$ nm removes the barrier. The barrier fades continuously as $w$ approaches this value: solving numerically for the critical nucleus gives 0.48 eV at $w=0.15$ nm and 0.20 eV at $w=0.20$ nm. An assumed subcell length thus decides how large the barrier is, and whether there is one. This is a failure of predictive power, not evidence that a real film switches uniformly.

The assumed width also fixes the dielectric response of the double well. The curvature at its minima is $8A/P^2$, which gives a permittivity contribution $P^2/(8A)=wP^2/(3\sigma)$, about 118 times that of vacuum. Matching the rough relative permittivity of 30 used below would instead require $w\approx0.06$ nm. The stability field would then be about 3.7 MV/cm, and a barrier would remain at the reference field.

## The opposite limit: a nucleus made of cells

A lattice cannot reverse half a column. Let $n$ connected columns reverse, with $L$ exposed edges in their cross-section. If the flat-wall energy is assigned to each exposed face,

$$U_n=Lah\sigma-2nPEa^2h .$$

A new column sharing $k\ge1$ edges with the cluster removes $k$ old exposed edges and adds $4-k$ new ones. Thus $L$ changes by $4-2k\le2$, and

$$\Delta U\le2ah(\sigma-PEa).$$

Every attachment lowers the energy if

$$E>\frac{\sigma}{Pa}\quad\Longleftrightarrow\quad2r_*<a .$$

Below this field, attaching the second column, for which $k=1$, raises the energy. The condition that the continuum diameter is smaller than a cell is therefore the condition that a single column has the highest energy of all reversed clusters in this lattice model. Any connected cluster can be built from one column by successive attachments, so the statement covers all cluster shapes.

The threshold is 0.80 MV/cm, and the reference field lies above it. The single column also lies above the unreversed film, and so forms a barrier, only while $U_1=2ah(2\sigma-PEa)>0$, that is, for $E<2\sigma/(Pa)=1.6$ MV/cm. The reference field satisfies this too. The lowest energies for one, two, three and four columns are 0.936, 0.624, 0.312 and $-1.248$ eV. The sharp drop at four columns occurs because a square of four has the same eight exposed edges as a row of three. In an enumeration of all connected clusters up to eight columns, every attachment was downhill, the least favourable by 0.312 eV.

The lattice model now shows what is missing. Its highest state is the first one it can describe. The barrier on the way to that state depends on how atoms move inside the column, and neither $\sigma$ nor $P$ contains this information. Even 0.936 eV is not a reliable replacement for 0.784 eV, since it uses a flat-wall energy for four faces that are one cell wide and enclose a single column.

The difference between the two estimates is 0.152 eV. At 300 K this changes an activated rate by a factor of 356. Replacing a circle by one square cell is a modest geometrical change, yet it alters the predicted time by more than two orders of magnitude.

## Why a longer wait does not rescue the continuum

One could lower the field until $r_*$ is large. The barrier then rises in proportion to $r_*$. Suppose there are $N$ independent sites, each with attempt rate $\nu$. The mean wait for the first activated event is

$$t=\frac{\exp(U_*/kT)}{N\nu}.$$

Taking the logarithm and inserting $U_*=\pi\sigma hr_*$ gives the largest critical radius reached within $t$:

$$r_{\max}=\frac{kT\ln(N\nu t)}{\pi\sigma h}.$$

A capacitor of 100 nm × 100 nm contains $N=(100/0.5)^2=40000$ columns. With an assumed $\nu=10^{13}$ s$^{-1}$, $r_{\max}$ is 0.27 nm for one second and 0.40 nm for ten years. Both radii are below one cell edge. The wait enters through a logarithm, so patience gains little.

At the five-cell radius of 2.5 nm the required field is 0.08 MV/cm, and the barrier is 9.8 eV, or $379\,kT$. There the continuum is defensible if the wall energy does not depend on the wall's direction, but homogeneous nucleation is hopelessly slow. In the square lattice the energy does depend on direction: a large square nucleus of side $s$ costs $4sh\sigma-2s^2hPE$, whose maximum over a continuous $s$, $2\sigma^2h/(PE)$, exceeds the circular barrier by a factor $4/\pi$. Growth column by column must also start new rows, and $4/\pi$ is only the limit for very large nuclei. At the five-cell radius the cheapest path peaks at 91 columns (a $9\times10$ rectangle plus one, with 40 exposed edges), at 13.6 eV, or 1.39 times the circular barrier. Even the small width correction of 0.56% is about $2\,kT$ at a barrier of 9.8 eV: relative accuracy in an energy is not the same as accuracy in a rate.

This dilemma holds for the stated $\sigma$, $h$ and temperature and for a cylinder spanning the film. Since $r_{\max}\propto T/(\sigma h)$, a much thinner film or a much cheaper wall relaxes it. At the reference field, the continuum wait for a spanning cylinder is $4\times10^{-5}$ s at 300 K and $3\times10^{-7}$ s at 85 °C, with all other parameters held fixed. These times inherit the unreliable barrier and describe a first event, not complete switching. Nor is the spanning cylinder the cheapest continuum nucleus at this field: a reversed half-spheroid standing on one electrode, with its end charge included at a relative permittivity of 30, has a barrier of about 0.48 eV, which would shorten the wait by about five orders of magnitude. Its radius, about 0.4 nm, is again below one cell edge.

## Electrostatics left out

If the reversed column ends inside the film, its cap carries bound charge of density $2P$, because the polarization changes from $P$ to $-P$. Consider an isolated disc with charge density $q$ in a medium of permittivity $\epsilon$. In polar coordinates about a point on the rim of a disc of radius $\rho$, the chord length is $2\rho\cos\theta$. The rim potential is

$$\phi=\frac{q}{4\pi\epsilon}\int_{-\pi/2}^{\pi/2}2\rho\cos\theta\,d\theta
=\frac{q\rho}{\pi\epsilon}.$$

Adding a ring of charge $2\pi q\rho\,d\rho$ costs $2q^2\rho^2d\rho/\epsilon$. Integrating to $r$ and setting $q=2P$,

$$W=\frac{2(2P)^2r^3}{3\epsilon}.$$

For a rough relative permittivity of 30 and $r=r_*$, this is 0.125 eV per cap. The spanning-cylinder barrier is 0.039 eV per cell height, so end charge cannot be neglected in a short nucleus. The two caps of a very short column attract each other, so adding two isolated-disc energies would overestimate their cost.

Imperfect electrodes matter too. Put a nonpolar layer of thickness $d$ and permittivity $\epsilon_d$ in series with the film, with no trapped charge. At voltage $V$, the unswitched film satisfies

$$E_fh+E_dd=V,\qquad \epsilon E_f-P=\epsilon_dE_d .$$

The minus sign records that $P$ opposes the positive field direction. Eliminating $E_d$ gives

$$E_f=\frac{V+Pd/\epsilon_d}{h+\epsilon d/\epsilon_d}.$$

For $V=1$ V, $d=0.5$ nm and equal permittivities, $E_f=(1.000+0.941)\,\mathrm V/(10.5\,\mathrm{nm})=1.85$ MV/cm. The sharp-wall radius formally falls to 0.108 nm; this field is above the 1.6 MV/cm at which the lattice model loses its one-column barrier altogether. The layer assists the first reversal through the average field; the extra energy of the nucleus's own end charge is not included.

The same equations give $E_d=(V-E_fh)/d\approx-17$ MV/cm in the layer, more than thin oxide layers normally withstand. Leakage and trapped charge would therefore be expected to cancel much of the effect. The example shows its direction and its size in an ideal insulator, not a working condition of a real capacitor.

## The real material

The parameters lie in the regime of ferroelectric hafnia capacitors: films of roughly 10 nm and switching fields of roughly 1 to 2 MV/cm. The polarization of 50 µC/cm$^2$ is nearer to that of a well-oriented crystal than to the remanent value of many polycrystalline films, which is roughly 20 µC/cm$^2$. Using the latter at fixed $\sigma$ and $E$ multiplies $r_*$ by 2.5, to 0.5 nm, still a diameter of only two cells. The continuum barrier rises to 1.96 eV and the one-column threshold to 2.0 MV/cm, so at 1 MV/cm the single column is then no longer the highest lattice state. The wall energy is the given value, not a material constant; it depends on the type of wall. At fixed $P$ and $E$, reaching a five-cell radius would require $\sigma$ to be 12.5 times larger, or 0.25 J/m$^2$.

Real films also have grains, defects and electrode interfaces, which break the assumption of equivalent sites in a uniform field. An interface layer changes the field in the film, and hence the radius, by an amount that depends on trapped charge; local sites with cheaper walls would reduce the radius. A usable nucleation rate at these fields therefore needs energies along an atomic switching path, including its electrostatic boundary conditions. Continuum wall motion can still be useful once a domain is many cells wide. The numerical output lists the inputs and the main numerical results. The coefficient 0.559 of the width correction follows from the algebra above and is not tested by the program.

## Values computed for the example and the checks

```
Wall energy: 0.020 J/m^2
Polarization: 50.0 uC/cm^2
Field: 1.000 MV/cm
Film thickness: 10.0 nm
Cell edge (rough): 0.500 nm
Temperature: 300.0 K
Thermal energy kT: 0.02585 eV
Capacitor side: 100 nm
Number of columns: 40000
Attempt rate (assumed): 1.0e+13 1/s
Energy gain density 2PE: 1.000e+08 J/m^3
Critical radius: 0.200 nm
Critical radius: 3.779 bohr
Critical diameter: 0.400 nm
Diameter / cell edge: 0.800
Critical area: 0.1257 nm^2
Cell area: 0.2500 nm^2
Critical area / cell area: 0.503
Continuum barrier: 0.784 eV
Continuum barrier / kT: 30.34
One-column threshold field: 0.800 MV/cm
Lattice energy, 1 column(s): 0.936 eV
Lattice energy, 2 column(s): 0.624 eV
Lattice energy, 3 column(s): 0.312 eV
Lattice energy, 4 column(s): -1.248 eV
Largest attachment energy: -0.312 eV
One column minus continuum: 0.152 eV
Rate factor from difference: 356
Continuum wait at 300 K: 3.75e-05 s
One-column wait at 300 K: 1.34e-02 s
Hot temperature: 358.15 K
Continuum wait when hot: 2.72e-07 s
Reachable radius in 1 s: 0.267 nm
Reachable radius in 10 years: 0.396 nm
Five-cell radius: 2.500 nm
Field for five-cell radius: 0.080 MV/cm
Barrier at five-cell radius: 9.804 eV
That barrier / kT: 379.2
Wall half-width w (assumed): 0.250 nm
Numerical wall energy/(A w): 2.6662
Diffuse-wall stability field: 0.924 MV/cm
w above which barrier vanishes: 0.231 nm
Relative permittivity (rough): 30
Energy of one charged cap: 0.125 eV
Barrier per cell height: 0.0392 eV
Interface layer (assumed): 0.500 nm
Applied voltage: 1.000 V
Voltage term P d/eps: 0.941 V
Film field with layer: 1.849 MV/cm
Critical radius with layer: 0.108 nm
```
